# Surface Anisotropy of Cubic Crystals from Néel Pair Energies: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: Neel pair energies w = L(r) [(m.u)^2 - 1/3] cancel in a
# cubic bulk, but cut bonds leave a surface energy per area
#   E_s = -(n/2) sum_{r.N>0} (r.N) L [(m.u)^2 - 1/3],
# which equals K_s sin^2(theta) + const if the normal N is a 3- or 4-fold axis.
# m: magnetization direction, u: bond direction, n: atoms per volume,
# theta: angle between m and N, a: cubic lattice constant.
# For fcc (001): K_s = L/a^2 and L = (2 B1 - B2)/(4 n), with B1, B2 the
# magnetoelastic constants (B2 multiplies engineering shear strain).
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
BASES = {
    "sc": np.array([[0, 0, 0.]]),
    "bcc": np.array([[0, 0, 0], [.5, .5, .5]]),
    "fcc": np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]]),
}
NEAREST = {"sc": 1.0, "bcc": np.sqrt(3) / 2, "fcc": 1 / np.sqrt(2)}
axis = np.arange(-5, 6)
CELLS = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T


def lattice_points(lattice):
    return (CELLS[:, None, :] + BASES[lattice][None, :, :]).reshape(-1, 3)


def neighbours(lattice, radius):
    points = lattice_points(lattice)
    return points[np.abs(np.linalg.norm(points, axis=1) - radius) < 1e-6]


def slab_energy(lattice, normal, radius, directions, layers=8, moments=None):
    """Energy per a^2 of an explicit slab, in units of L (two surfaces)."""
    normal = np.array(normal, float) / np.linalg.norm(normal)
    points = lattice_points(lattice)
    heights = points @ normal
    gaps = np.diff(np.sort(heights))
    spacing = gaps[gaps > 1e-3].min()
    index = np.rint(heights / spacing).astype(int) + layers // 2
    kept = (index >= 0) & (index < layers)
    points, index = points[kept], index[kept]
    moments = np.ones(layers) if moments is None else np.array(moments)
    energy = np.zeros(len(directions))
    for k in range(layers):
        members = points[index == k]
        lateral = members - np.outer(members @ normal, normal)
        atom = members[np.argmin(np.linalg.norm(lateral, axis=1))]
        bonds = points - atom
        near = np.abs(np.linalg.norm(bonds, axis=1) - radius) < 1e-6
        cosines = directions @ (bonds[near] / radius).T
        weight = moments[k] * moments[index[near]]
        energy += 0.5 * ((cosines**2 - 1 / 3) * weight).sum(axis=1)
    return energy * len(BASES[lattice]) * spacing


def cut_bond_energy(lattice, normal, radius, directions):
    """Derived energy per a^2 of one surface, in units of L."""
    normal = np.array(normal, float) / np.linalg.norm(normal)
    bonds = neighbours(lattice, radius)
    bonds = bonds[bonds @ normal > 1e-6]
    cosines = directions @ (bonds / radius).T
    density = len(BASES[lattice])
    return -0.5 * density * (cosines**2 - 1 / 3) @ (bonds @ normal)


trial = rng.normal(size=(12, 3))
trial /= np.linalg.norm(trial, axis=1)[:, None]

# Bulk: second-rank sum cancels in every cubic lattice
bulk_residue = 0.0
for name in BASES:
    u = neighbours(name, NEAREST[name]) / NEAREST[name]
    residue = np.abs(((trial @ u.T)**2 - 1 / 3).sum(axis=1)).max()
    bulk_residue = max(bulk_residue, residue)
assert bulk_residue < 1e-12

# Surfaces: explicit slab against cut-bond formula and closed results
cases = [
    ("sc", (0, 0, 1), NEAREST["sc"], 0.5, "sc(001), 1st neighbours"),
    ("fcc", (0, 0, 1), NEAREST["fcc"], 1.0, "fcc(001), 1st neighbours"),
    ("fcc", (1, 1, 1), NEAREST["fcc"], np.sqrt(3), "fcc(111), 1st neighbours"),
    ("bcc", (0, 0, 1), NEAREST["bcc"], 0.0, "bcc(001), 1st neighbours"),
    ("bcc", (1, 1, 1), NEAREST["bcc"], 1 / np.sqrt(3), "bcc(111), 1st neighbours"),
    ("bcc", (0, 0, 1), 1.0, 1.0, "bcc(001), 2nd neighbours"),
    ("fcc", (0, 0, 1), 1.0, 2.0, "fcc(001), 2nd neighbours"),
]
print("Surface anisotropy from explicit slabs, K_s a^2/L (dimensionless):")
slab_factor = {}
for lattice, normal, radius, closed, label in cases:
    nhat = np.array(normal, float) / np.linalg.norm(normal)
    directions = np.vstack([nhat, trial])
    slab = slab_energy(lattice, normal, radius, directions)
    assert np.allclose(slab, 2 * cut_bond_energy(lattice, normal, radius,
                                                 directions), atol=1e-9)
    thicker = slab_energy(lattice, normal, radius, directions, layers=10)
    assert np.allclose(slab, thicker, atol=1e-9)
    sin2 = 1 - (trial @ nhat)**2
    assert np.allclose(slab[1:] - slab[0], 2 * closed * sin2, atol=1e-9)
    factor = np.sum((slab[1:] - slab[0]) * sin2) / np.sum(sin2**2) / 2
    slab_factor[label] = factor
    print(f"  {label}: {abs(factor):.4f}")

# fcc(110) is biaxial
n110 = np.array([1, 1, 0]) / np.sqrt(2)
p110 = np.array([1, -1, 0]) / np.sqrt(2)
directions = np.vstack([p110, n110, [0, 0, 1.], trial])
slab = slab_energy("fcc", (1, 1, 0), NEAREST["fcc"], directions) / 2
assert np.allclose(slab, cut_bond_energy("fcc", (1, 1, 0), NEAREST["fcc"],
                                         directions), atol=1e-9)
closed = -(2 * (directions @ n110)**2 + directions[:, 2]**2) / np.sqrt(2)
assert np.allclose(slab - slab[0], closed - closed[0], atol=1e-9)
print(f"  fcc(110), E[1-10] - E[110]: {slab[0] - slab[1]:.4f}")
print(f"  fcc(110), E[1-10] - E[001]: {slab[0] - slab[2]:.4f}")

# Worked film: rough room-temperature inputs in the regime of nickel
a = 0.352e-9           # m
B1, B2 = 9e6, 10e6     # J/m^3
Ms = 0.49e6            # A/m
K1 = -5e3              # J/m^3
c11, c12 = 250e9, 150e9  # Pa
A_ex = 8e-12           # J/m
T = 300.0              # K
n = 4 / a**3
r0 = a / np.sqrt(2)
d = a / 2
L = (2 * B1 - B2) / (4 * n)
r_dL = B2 / n - 2 * L
power = r_dL / L
meV = 1e-3 * const.e


def coupling(r):
    return L * (r / r0)**power


fcc_bonds = a * neighbours("fcc", NEAREST["fcc"])


def bulk_energy(strain, m):
    bonds = fcc_bonds @ (np.eye(3) + strain).T
    r = np.linalg.norm(bonds, axis=1)
    return 0.5 * n * np.sum(coupling(r) * ((bonds @ m / r)**2 - 1 / 3))


# Magnetoelastic constants from finite strains of the pair sum
h = 1e-4
x, y, z = np.eye(3)
stretch = np.diag([h, 0, 0])
shear = np.array([[0, h, 0], [h, 0, 0], [0, 0, 0]])


def strain_slope(strain, m_a, m_b):
    plus = bulk_energy(strain, m_a) - bulk_energy(strain, m_b)
    minus = bulk_energy(-strain, m_a) - bulk_energy(-strain, m_b)
    return (plus - minus) / (2 * h)


B1_numeric = strain_slope(stretch, x, y)
B2_numeric = strain_slope(shear, n110, p110) / 2
assert abs(B1_numeric / B1 - 1) < 1e-5
assert abs(B2_numeric / B2 - 1) < 1e-5

# Fourth-rank pair term gives the bulk cubic constant K1 = n Q
Q = K1 / n
cosines = trial @ (fcc_bonds / r0).T
quartic = 0.5 * n * Q * (cosines**4 - 6 / 7 * cosines**2 + 3 / 35).sum(axis=1)
m2 = trial**2
cubic = m2[:, 0] * m2[:, 1] + m2[:, 1] * m2[:, 2] + m2[:, 2] * m2[:, 0]
assert np.allclose(quartic, K1 * cubic, atol=1e-6 * abs(K1))

K_s = slab_factor["fcc(001), 1st neighbours"] * L / a**2
assert abs(K_s / ((2 * B1 - B2) * a / 16) - 1) < 1e-9
K_s111 = slab_factor["fcc(111), 1st neighbours"] * L / a**2
shape = const.mu_0 * Ms**2 / 2
t_c = 2 * K_s / shape


# Dipole sums over square layers; lengths in nearest-neighbour distances
def layer_sum(p, cutoff=150.0):
    grid = np.arange(-152, 153) + 0.5 * (p % 2)
    rho2 = grid[:, None]**2 + grid[None, :]**2
    height = p / np.sqrt(2)
    use = rho2 < cutoff**2
    if p == 0:
        use &= rho2 > 1e-9
    r2 = rho2[use] + height**2
    s = np.hypot(cutoff, height)
    tail = 2 * np.pi * (1 / s - height**2 / s**3)
    return np.sum((1 - 3 * height**2 / r2) / r2**1.5) + tail


sums = np.array([layer_sum(p) for p in range(5)])
moment = Ms / n
dipole_unit = const.mu_0 * moment**2 / (4 * np.pi * r0**3) / r0**2


def dipole_film(layers):
    """Normal minus in-plane dipole energy per area of a film."""
    pairs = layers * sums[0] / 2
    pairs += sum((layers - p) * sums[p] for p in range(1, 5))
    return 1.5 * dipole_unit * pairs


shape_numeric = (dipole_film(21) - dipole_film(20)) / d
assert abs(shape_numeric / shape - 1) < 1e-3
K_dipole = (20 * shape * d - dipole_film(20)) / 2


def film_difference(layers):
    """Normal minus in-plane energy per area: pair slab plus dipole sum."""
    pair = slab_energy("fcc", (0, 0, 1), NEAREST["fcc"],
                       np.array([z, x]), layers=layers)
    return (pair[0] - pair[1]) * L / a**2 + dipole_film(layers)


last_normal = int(np.floor(t_c / d))
below, above = film_difference(last_normal), film_difference(last_normal + 1)
assert below < 0 < above

# Contraction of the outer layer spacing, from the four bonds across it
def gap_anisotropy(strain):
    half = a / 2
    bonds = np.array([[half, 0, 0], [-half, 0, 0], [0, half, 0], [0, -half, 0]])
    bonds[:, 2] = -d * (1 + strain)
    r = np.linalg.norm(bonds, axis=1)
    energy = coupling(r) * (bonds[:, 2]**2 - bonds[:, 0]**2) / r**2
    return energy.sum() / (a**2 / 2)


gap_slope = (gap_anisotropy(h) - gap_anisotropy(-h)) / (2 * h)
assert abs(gap_slope / (B1 * d) - 1) < 1e-5
relax_change = -(gap_anisotropy(-0.01) - gap_anisotropy(0)) / K_s

# Outer layers with reduced magnetization
m_surface = 0.9
profile = np.ones(8)
profile[[0, -1]] = m_surface
weak = slab_energy("fcc", (0, 0, 1), NEAREST["fcc"], np.array([z, x]),
                   moments=profile)
weak_ratio = (weak[1] - weak[0]) / 2 / slab_factor["fcc(001), 1st neighbours"]
assert abs(weak_ratio - (1 - 2 * m_surface * (1 - m_surface))) < 1e-9

# Other neglected effects and a small bit
misfit = 0.01
strain_normal = -2 * c12 / c11 * misfit
K_strain = -B1 * (strain_normal - misfit)
second = 0.1 * slab_factor["fcc(001), 2nd neighbours"] \
    / slab_factor["fcc(001), 1st neighbours"]
input_error = 0.1 * (2 * B1 + B2) / (2 * B1 - B2)
twist = K_s * t_c / (8 * A_ex)
bit_layers, diameter = 6, 20e-9
t_bit = bit_layers * d
K_eff = 2 * K_s / t_bit - shape
barrier = K_eff * np.pi * diameter**2 / 4 * t_bit / (const.k * T)

print("Rough inputs, regime of nickel at room temperature:")
print(f"  lattice constant a = {a*1e9:.3f} nm")
print(f"  B1 = {B1/1e6:.1f} MJ/m^3, B2 = {B2/1e6:.1f} MJ/m^3")
print(f"  Ms = {Ms/1e6:.2f} MA/m, K1 = {K1/1e3:.1f} kJ/m^3")
print(f"  c11 = {c11/1e9:.0f} GPa, c12 = {c12/1e9:.0f} GPa")
print(f"  exchange stiffness = {A_ex*1e12:.1f} pJ/m, T = {T:.0f} K")
print("Pair model and film:")
print(f"  atomic density n = {n*1e-27:.2f} nm^-3")
print(f"  B1, B2 from strained pair sum = {B1_numeric/1e6:.3f}, "
      f"{B2_numeric/1e6:.3f} MJ/m^3")
print(f"  L = {L/meV:.4f} meV, r L'/L = {power:.3f}")
print(f"  K_s(001) = {K_s*1e3:.4f} mJ/m^2")
print(f"  K_s(001) per surface atom = {K_s*a**2/2/meV:.4f} meV")
print(f"  K_s(111) = {K_s111*1e3:.4f} mJ/m^2")
print(f"  shape energy mu0 Ms^2/2 = {shape/1e6:.4f} MJ/m^3")
print(f"  shape energy from dipole sums = {shape_numeric/1e6:.4f} MJ/m^3")
print(f"  critical thickness = {t_c*1e9:.3f} nm = {t_c/d:.2f} layers")
print(f"  E_normal - E_inplane, {last_normal} layers = {below*1e3:.4f} mJ/m^2")
print(f"  E_normal - E_inplane, {last_normal+1} layers = {above*1e3:.4f} mJ/m^2")
print(f"  {bit_layers} layers: t = {t_bit*1e9:.3f} nm, "
      f"K_eff = {K_eff/1e6:.4f} MJ/m^3")
print(f"  barrier of {diameter*1e9:.0f} nm wide bit = {barrier:.1f} kT")
print("Neglected effects:")
print(f"  {misfit*100:.0f}% in-plane tension: normal strain = "
      f"{strain_normal*100:.2f}%")
print(f"  its anisotropy, favouring normal = {K_strain/1e6:.4f} MJ/m^3")
print(f"  1% outer-gap contraction changes K_s by {relax_change*100:+.1f}%")
print(f"  surface magnetization x {m_surface:.1f}: K_s x {weak_ratio:.3f}")
print(f"  second neighbours with L2 = 0.1 L change K_s by {second*100:+.1f}%")
print(f"  10% errors in B1 and B2 change L by up to {input_error*100:.0f}%")
print(f"  dipole discreteness adds to K_s {K_dipole*1e3:.4f} mJ/m^2 "
      f"({K_dipole/K_s*100:.1f}%)")
print(f"  |K1|/shape energy = {abs(K1)/shape*100:.1f}%, "
      f"|Q|/L = {abs(Q)/L*100:.2f}%")
print(f"  largest centre-to-surface twist at t_c = {twist:.4f} rad")
print("PASS")
```

Output of this version:

```
Surface anisotropy from explicit slabs, K_s a^2/L (dimensionless):
  sc(001), 1st neighbours: 0.5000
  fcc(001), 1st neighbours: 1.0000
  fcc(111), 1st neighbours: 1.7321
  bcc(001), 1st neighbours: 0.0000
  bcc(111), 1st neighbours: 0.5774
  bcc(001), 2nd neighbours: 1.0000
  fcc(001), 2nd neighbours: 2.0000
  fcc(110), E[1-10] - E[110]: 1.4142
  fcc(110), E[1-10] - E[001]: 0.7071
Traceback (most recent call last):
  File "check.py", line 169, in <module>
    assert np.allclose(quartic, K1 * cubic, atol=1e-6 * abs(K1))
AssertionError
```

Likely cause: The fourth-rank pair sum over the fcc neighbours equals K1(s − 1/5), with s = m_x²m_y² + m_y²m_z² + m_z²m_x², but the test compared it with K1 s alone. The missing −K1/5 does not depend on direction, so the relation K1 = nQ was right and the fault lay in the test's expected value. The test now compares the whole sum, constant included, at the same directions and with the same tolerance. No other test or input is changed.

Repair:

```diff
@@ -161,5 +161,6 @@
 assert abs(B2_numeric / B2 - 1) < 1e-5
 
-# Fourth-rank pair term gives the bulk cubic constant K1 = n Q
+# Fourth-rank pair term gives the bulk cubic energy K1 (s - 1/5), K1 = n Q,
+# with s = mx^2 my^2 + my^2 mz^2 + mz^2 mx^2
 Q = K1 / n
 cosines = trial @ (fcc_bonds / r0).T
@@ -167,5 +168,5 @@
 m2 = trial**2
 cubic = m2[:, 0] * m2[:, 1] + m2[:, 1] * m2[:, 2] + m2[:, 2] * m2[:, 0]
-assert np.allclose(quartic, K1 * cubic, atol=1e-6 * abs(K1))
+assert np.allclose(quartic, K1 * (cubic - 1 / 5), atol=1e-6 * abs(K1))
 
 K_s = slab_factor["fcc(001), 1st neighbours"] * L / a**2
@@ -217,4 +218,5 @@
 below, above = film_difference(last_normal), film_difference(last_normal + 1)
 assert below < 0 < above
+
 
 # Contraction of the outer layer spacing, from the four bonds across it
```

After the repair:

```
Surface anisotropy from explicit slabs, K_s a^2/L (dimensionless):
  sc(001), 1st neighbours: 0.5000
  fcc(001), 1st neighbours: 1.0000
  fcc(111), 1st neighbours: 1.7321
  bcc(001), 1st neighbours: 0.0000
  bcc(111), 1st neighbours: 0.5774
  bcc(001), 2nd neighbours: 1.0000
  fcc(001), 2nd neighbours: 2.0000
  fcc(110), E[1-10] - E[110]: 1.4142
  fcc(110), E[1-10] - E[001]: 0.7071
Rough inputs, regime of nickel at room temperature:
  lattice constant a = 0.352 nm
  B1 = 9.0 MJ/m^3, B2 = 10.0 MJ/m^3
  Ms = 0.49 MA/m, K1 = -5.0 kJ/m^3
  c11 = 250 GPa, c12 = 150 GPa
  exchange stiffness = 8.0 pJ/m, T = 300 K
Pair model and film:
  atomic density n = 91.71 nm^-3
  B1, B2 from strained pair sum = 9.000, 10.000 MJ/m^3
  L = 0.1361 meV, r L'/L = 3.000
  K_s(001) = 0.1760 mJ/m^2
  K_s(001) per surface atom = 0.0681 meV
  K_s(111) = 0.3048 mJ/m^2
  shape energy mu0 Ms^2/2 = 0.1509 MJ/m^3
  shape energy from dipole sums = 0.1509 MJ/m^3
  critical thickness = 2.333 nm = 13.26 layers
  E_normal - E_inplane, 13 layers = -0.0130 mJ/m^2
  E_normal - E_inplane, 14 layers = 0.0135 mJ/m^2
  6 layers: t = 1.056 nm, K_eff = 0.1825 MJ/m^3
  barrier of 20 nm wide bit = 14.6 kT
Neglected effects:
  1% in-plane tension: normal strain = -1.20%
  its anisotropy, favouring normal = 0.1980 MJ/m^3
  1% outer-gap contraction changes K_s by +8.9%
  surface magnetization x 0.9: K_s x 0.820
  second neighbours with L2 = 0.1 L change K_s by +20.0%
  10% errors in B1 and B2 change L by up to 35%
  dipole discreteness adds to K_s 0.0031 mJ/m^2 (1.8%)
  |K1|/shape energy = 3.3%, |Q|/L = 0.25%
  largest centre-to-surface twist at t_c = 0.0064 rad
PASS
```
